# Debugging a numerical check: Leading Makov–Payne correction for a doubly charged defect in silicon

```python
"""Leading Makov-Payne correction for a charged defect in a cubic supercell.

Result under test: E_MP = q^2 alpha / (2 eps L), to be ADDED to the energy of
the periodic cell, with alpha = 2.8373 for a simple cubic lattice.
q: defect charge (e), eps: static dielectric constant, L: cube edge (bohr).
Energies are in hartree unless a name ends in _ev.
The next order, (2 pi q^2 / L^3) (b - r2 / (3 eps)), is tested as well;
r2: mean square radius of the defect charge, b: k^2 coefficient of 1/eps(k).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import erfc

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = sc.physical_constants["Bohr radius"][0] * 1e10


def squared_indices(nmax):
    """Squared lengths of all nonzero integer vectors in a cube."""
    i = np.arange(-nmax, nmax + 1)
    n2 = (i[:, None, None]**2 + i[None, :, None]**2
          + i[None, None, :]**2).ravel()
    return n2[n2 > 0].astype(float)


def ewald_potential(eta, nmax=8):
    """Potential at a unit charge from images and background, unit cube."""
    n2 = squared_indices(nmax)
    n = np.sqrt(n2)
    real = np.sum(erfc(eta * n) / n)
    recip = np.sum(np.exp(-np.pi**2 * n2 / eta**2) / (np.pi * n2))
    return real + recip - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2


# Madelung constant: Ewald sum, independent of the splitting parameter
alpha = -ewald_potential(np.sqrt(np.pi))
for eta in (1.3, 2.5):
    assert abs(alpha + ewald_potential(eta)) < 1e-11

# Direct road: point charges in a big cube minus its uniform background
x, w = np.polynomial.legendre.leggauss(30)
x, w = (x + 1) / 2, w / 2
cube_centre = 3 * np.sum(w[:, None] * w[None, :]
                         / np.sqrt(1 + x[:, None]**2 + x[None, :]**2))
mean_potential = np.pi / 6


def direct_potential(nmax):
    edge = 2 * nmax + 1
    points = np.sum(1 / np.sqrt(squared_indices(nmax)))
    return points - edge**2 * cube_centre - mean_potential


v_small, v_big = direct_potential(20), direct_potential(40)
m_small, m_big = 41**2, 81**2
# the remainder falls as 1/edge^2 and is removed by extrapolation
alpha_direct = -(m_big * v_big - m_small * v_small) / (m_big - m_small)
assert abs(alpha_direct - alpha) < 1e-6

# Worked example
q, eps = 2, 11.7
edge_ang = 10.86
lattice_ang = edge_ang / 2
L = edge_ang / BOHR_ANG


def leading(edge, dielectric=eps, charge=q):
    return charge**2 * alpha / (2 * dielectric * edge)


e_mp = leading(L)
e_mp_ev = e_mp * HARTREE_EV
assert abs(e_mp_ev - 0.64) < 0.005

# Extended charge and wavevector-dependent screening
bond = np.sqrt(3) / 4 * lattice_ang / BOHR_ANG
r2 = bond**2
sigma2 = r2 / 3
density = 32 / (lattice_ang / BOHR_ANG)**3
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
k_tf = np.sqrt(4 * k_fermi / np.pi)
b = (1 - 1 / eps) / k_tf**2


def screened_form(k2):
    """Squared Gaussian form factor divided by eps(k)."""
    inverse_eps = 1 / eps + (1 - 1 / eps) * k2 / (k2 + k_tf**2)
    return np.exp(-sigma2 * k2) * inverse_eps


e_isolated = q**2 / np.pi * quad(lambda k: screened_form(k * k), 0, 8,
                                 epsabs=1e-13, epsrel=1e-12)[0]


def full_correction(edge):
    """Isolated energy minus periodic energy, by explicit lattice sum."""
    k2 = squared_indices(24) * (2 * np.pi / edge)**2
    periodic = q**2 / 2 * 4 * np.pi / edge**3 * np.sum(screened_form(k2) / k2)
    return e_isolated - periodic


def spread_term(edge):
    return -2 * np.pi * q**2 * r2 / (3 * eps * edge**3)


def screening_term(edge):
    return 2 * np.pi * q**2 * b / edge**3


# tolerance: overlap of Gaussian tails of neighbouring cells, about 2e-8
residuals = []
for factor in (1.0, 1.5, 2.0):
    edge = factor * L
    predicted = leading(edge) + spread_term(edge) + screening_term(edge)
    residuals.append(abs(full_correction(edge) - predicted))
assert max(residuals) < 1e-7

# Free carriers during a hot anneal: linear Debye screening
temperature = 1273.15
carriers_cm3 = 1e19
debye_m = np.sqrt(eps * sc.epsilon_0 * sc.k * temperature
                  / (2 * carriers_cm3 * 1e6 * sc.e**2))
debye = debye_m * 1e10 / BOHR_ANG
e_debye = -q**2 / (2 * eps * debye)
# substitution k = t / debye makes the screening integral dimensionless
integral = quad(lambda t: -1 / (1 + t * t), 0, np.inf)[0]
assert abs(q**2 / (np.pi * eps * debye) * integral - e_debye) < 1e-10
carriers_in_sphere = 4 * np.pi / 3 * debye_m**3 * 2 * carriers_cm3 * 1e6

print(f"hartree in eV: {HARTREE_EV:.5f}")
print(f"bohr in angstrom: {BOHR_ANG:.6f}")
print(f"charge q: {q} e")
print(f"dielectric constant: {eps}")
print(f"cell edge: {edge_ang:.2f} angstrom = {L:.4f} bohr")
print("Ewald shells: n^2, vectors, real part, reciprocal part")
all_n2 = squared_indices(3)
shell_sum = 0.0
for s in (1, 2, 3, 4):
    count = int(np.sum(all_n2 == s))
    real = count * erfc(np.sqrt(np.pi * s)) / np.sqrt(s)
    recip = count * np.exp(-np.pi * s) / (np.pi * s)
    shell_sum += real + recip
    print(f"  {s}  {count:2d}  {real:.7f}  {recip:.7f}")
assert abs(3 - shell_sum - alpha) < 1e-5
print(f"sum of four shells: {shell_sum:.6f}")
print(f"alpha from four shells: {3 - shell_sum:.6f}")
print(f"alpha, converged Ewald: {alpha:.8f}")
print(f"potential at centre of unit cube: {cube_centre:.6f}")
print(f"mean potential pi/6: {mean_potential:.6f}")
print(f"alpha, direct, cube of 41 cells: {-v_small:.8f}")
print(f"alpha, direct, cube of 81 cells: {-v_big:.8f}")
print(f"alpha, direct, extrapolated: {alpha_direct:.8f}")
print(f"leading correction: {e_mp:.6f} hartree = {e_mp_ev:.4f} eV")
print(f"same for q = 1: {leading(L, charge=1) * HARTREE_EV:.4f} eV")
print(f"same for q = 2, eps = 1: {leading(L, 1.0) * HARTREE_EV:.3f} eV")
for cells in (3, 4):
    value = leading(cells * L / 2) * HARTREE_EV
    print(f"{8 * cells**3} atoms, edge {cells * lattice_ang:.2f} angstrom:"
          f" {value:.4f} eV")
print(f"edge for 0.05 eV: {edge_ang * e_mp_ev / 0.05:.0f} angstrom")
print(f"shift of (2+/+) level: {-0.75 * e_mp_ev:.3f} eV")
print(f"shift of (2+/0) level: {-0.5 * e_mp_ev:.3f} eV")
print(f"rms charge radius (bond length): {bond * BOHR_ANG:.3f} angstrom")
print(f"mean square radius: {r2:.3f} bohr^2")
print(f"Thomas-Fermi wavenumber: {k_tf:.4f} 1/bohr")
print(f"screening coefficient b: {b:.4f} bohr^2")
print(f"charge-spread term: {spread_term(L) * HARTREE_EV:.4f} eV")
print(f"k-dependent screening: {screening_term(L) * HARTREE_EV:.4f} eV")
print(f"full model correction: {full_correction(L) * HARTREE_EV:.4f} eV")
print(f"largest residual of 1/L + 1/L^3 law: {max(residuals):.1e} hartree")
print(f"leading term with eps = 13: {leading(L, 13) * HARTREE_EV:.4f} eV")
print(f"anneal temperature: {temperature:.0f} K")
print(f"density of each carrier type (rough): {carriers_cm3:.0e} cm^-3")
print(f"Debye length: {debye_m * 1e9:.2f} nm")
print(f"free-carrier energy shift: {e_debye * HARTREE_EV:.3f} eV")
print(f"carriers in Debye sphere: {carriers_in_sphere:.2f}")
print("tests ok")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 117, in <module>
    assert max(residuals) < 1e-7
           ^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The failed check compared the 1/L + 1/L³ law with a full lattice sum and allowed 1e-7 hartree for the overlap of neighbouring cells, estimated from Gaussian tails alone. That estimate missed the exponential (Yukawa) tail of the screened interaction, which the spread of the charge enlarges; a hand evaluation gives about 2e-7 hartree in the smallest cell, so the fault lay in the error estimate and not in the correction formula. The program now computes this overlap in real space, and the law with the overlap included must match the lattice sum to 1e-10 hartree at all three cell sizes. The law without overlap is still held to 1e-7 hartree in the two larger cells but no longer in the smallest, where the overlap is a real effect; its residual there is printed.

Diff:

```diff
@@ -11,5 +11,5 @@
 from scipy import constants as sc
 from scipy.integrate import quad
-from scipy.special import erfc
+from scipy.special import erfc, erfcx
 
 HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
@@ -109,11 +109,30 @@
 
 
-# tolerance: overlap of Gaussian tails of neighbouring cells, about 2e-8
-residuals = []
+def overlap_energy(edge):
+    """Image interaction beyond 1/(eps r), summed in real space.
+
+    It holds the Yukawa tail of the screening, smeared by both Gaussian
+    charges, and the departure of two Gaussians from point charges.
+    """
+    r = edge * np.sqrt(squared_indices(3))
+    sigma = np.sqrt(sigma2)
+    u = r / (2 * sigma)
+    yukawa = (np.exp(k_tf**2 * sigma2 - k_tf * r) * erfc(k_tf * sigma - u)
+              - np.exp(-u**2) * erfcx(k_tf * sigma + u)) / (2 * r)
+    short_range = (1 - 1 / eps) * yukawa - erfc(u) / (eps * r)
+    return q**2 / 2 * np.sum(short_range)
+
+
+residuals, closed_residuals = [], []
 for factor in (1.0, 1.5, 2.0):
     edge = factor * L
     predicted = leading(edge) + spread_term(edge) + screening_term(edge)
-    residuals.append(abs(full_correction(edge) - predicted))
-assert max(residuals) < 1e-7
+    difference = full_correction(edge) - predicted
+    residuals.append(abs(difference))
+    closed_residuals.append(abs(difference + overlap_energy(edge)))
+# with the overlap included only rounding and quadrature errors remain
+assert max(closed_residuals) < 1e-10
+# without it the law must hold where the overlap is negligible
+assert max(residuals[1:]) < 1e-7
 
 # Free carriers during a hot anneal: linear Debye screening
@@ -149,6 +168,6 @@
 print(f"potential at centre of unit cube: {cube_centre:.6f}")
 print(f"mean potential pi/6: {mean_potential:.6f}")
-print(f"alpha, direct, cube of 41 cells: {-v_small:.8f}")
-print(f"alpha, direct, cube of 81 cells: {-v_big:.8f}")
+print(f"alpha, direct, 41 cells along edge: {-v_small:.8f}")
+print(f"alpha, direct, 81 cells along edge: {-v_big:.8f}")
 print(f"alpha, direct, extrapolated: {alpha_direct:.8f}")
 print(f"leading correction: {e_mp:.6f} hartree = {e_mp_ev:.4f} eV")
@@ -169,5 +188,7 @@
 print(f"k-dependent screening: {screening_term(L) * HARTREE_EV:.4f} eV")
 print(f"full model correction: {full_correction(L) * HARTREE_EV:.4f} eV")
-print(f"largest residual of 1/L + 1/L^3 law: {max(residuals):.1e} hartree")
+print(f"residual of 1/L + 1/L^3 law, 64 atoms: {residuals[0]:.1e} hartree")
+print(f"overlap energy, 64 atoms: {overlap_energy(L):.1e} hartree")
+print(f"largest residual with overlap: {max(closed_residuals):.0e} hartree")
 print(f"leading term with eps = 13: {leading(L, 13) * HARTREE_EV:.4f} eV")
 print(f"anneal temperature: {temperature:.0f} K")
```

Output now:

```
hartree in eV: 27.21139
bohr in angstrom: 0.529177
charge q: 2 e
dielectric constant: 11.7
cell edge: 10.86 angstrom = 20.5224 bohr
Ewald shells: n^2, vectors, real part, reciprocal part
  1   6  0.0731333  0.0825325
  2  12  0.0033326  0.0035666
  3   8  0.0000653  0.0000685
  4   6  0.0000016  0.0000017
sum of four shells: 0.162702
alpha from four shells: 2.837298
alpha, converged Ewald: 2.83729748
potential at centre of unit cube: 2.380077
mean potential pi/6: 0.523599
alpha, direct, 41 cells along edge: 2.83731274
alpha, direct, 81 cells along edge: 2.83730139
alpha, direct, extrapolated: 2.83729748
leading correction: 0.023633 hartree = 0.6431 eV
same for q = 1: 0.1608 eV
same for q = 2, eps = 1: 7.524 eV
216 atoms, edge 16.29 angstrom: 0.4287 eV
512 atoms, edge 21.72 angstrom: 0.3215 eV
edge for 0.05 eV: 140 angstrom
shift of (2+/+) level: -0.482 eV
shift of (2+/0) level: -0.322 eV
rms charge radius (bond length): 2.351 angstrom
mean square radius: 19.742 bohr^2
Thomas-Fermi wavenumber: 1.1040 1/bohr
screening coefficient b: 0.7504 bohr^2
charge-spread term: -0.0445 eV
k-dependent screening: 0.0594 eV
full model correction: 0.6580 eV
residual of 1/L + 1/L^3 law, 64 atoms: 2.2e-07 hartree
overlap energy, 64 atoms: 2.2e-07 hartree
largest residual with overlap: 2e-17 hartree
leading term with eps = 13: 0.5788 eV
anneal temperature: 1273 K
density of each carrier type (rough): 1e+19 cm^-3
Debye length: 1.88 nm
free-carrier energy shift: -0.131 eV
carriers in Debye sphere: 0.56
tests ok
```
